\section*{Threefold symmetry and intervalley coupling by defects in monolayer MX2}

\section{What goes wrong without the rule}

The conduction band of a monolayer MX$_2$ semiconductor such as MoS$_2$ has its two lowest valleys at $K$ and $K'=-K$. An atomic-scale defect can supply the large momentum $2K$ that separates them. From this alone one would expect any such defect to scatter an electron between valleys about as strongly as within one, and would assign a short valley lifetime to a sheet with many chalcogen vacancies. The estimate fails because it counts available momentum but ignores interference around the defect. Threefold rotation eigenvalues keep track of that interference, and they depend on the site about which one rotates.

The result has a definite range. At the valley points, a threefold-symmetric metal-site defect may couple equal-spin states, whereas a non-magnetic, threefold-symmetric chalcogen-site defect cannot. Away from these points the chalcogen coupling is generally finite. It grows linearly with wavevector, and its size relative to scattering within a valley depends on the defect potential.

\section{Lattice and conventions}

The metal atoms lie at lattice vectors $\mathbf R$, and chalcogens lie above and below $\mathbf R+\boldsymbol\delta$, where
\begin{equation}
\mathbf a_1=a(1,0),\quad \mathbf a_2=a\left(\tfrac12,\tfrac{\sqrt3}{2}\right),\quad
\boldsymbol\delta=\tfrac13(\mathbf a_1+\mathbf a_2),\quad
\mathbf K=\left(\tfrac{4\pi}{3a},0\right).
\end{equation}
Let $C$ rotate vectors by $120^\circ$ counterclockwise, and let $\omega=e^{2\pi i/3}$. Then
\begin{equation}
\mathbf K-C\mathbf K=\frac{4\pi}{3a}\left(\frac32,-\frac{\sqrt3}{2}\right)
=\frac{2\pi}{a}\left(1,-\frac1{\sqrt3}\right)\equiv\mathbf b_1 .
\end{equation}
Since $\mathbf b_1\cdot\mathbf a_1=2\pi$ and $\mathbf b_1\cdot\mathbf a_2=0$, $\mathbf b_1$ is a reciprocal lattice vector. Rotation therefore returns $K$ to an equivalent point.

A rotation about an in-plane centre $\mathbf c$ acts on a function as
\begin{equation}
(R_c\psi)(\mathbf r)=\psi\big(\mathbf c+C^{-1}(\mathbf r-\mathbf c)\big).
\end{equation}
The centres that map the crystal onto itself are the metal site $\mathbf c=0$, the chalcogen site $\mathbf c=\boldsymbol\delta$ and the hollow site $\mathbf c=2\boldsymbol\delta$, up to lattice vectors. Spin is set aside until Section 6.

\section{Rotation eigenvalues of the valley states}

For $N_c$ cells, the $d_{z^2}$ Bloch sum is
\begin{equation}
\psi_K(\mathbf r)=\frac1{\sqrt{N_c}}\sum_{\mathbf R}e^{i\mathbf K\cdot\mathbf R}\phi(\mathbf r-\mathbf R).
\end{equation}
The orbital $\phi$ is unchanged by rotation about its own axis. Hence $R_c$ moves the orbital at $\mathbf R$ to $\mathbf R'=\mathbf c+C(\mathbf R-\mathbf c)$ with no further factor. Solving for $\mathbf R$ and using $\mathbf K\cdot C^{-1}\mathbf x=(C\mathbf K)\cdot\mathbf x$ gives
\begin{align}
e^{i\mathbf K\cdot\mathbf R}
&=e^{i\mathbf K\cdot\mathbf c}\,e^{i(C\mathbf K)\cdot(\mathbf R'-\mathbf c)}\nonumber\\
&=e^{i(\mathbf K-C\mathbf K)\cdot\mathbf c}\,e^{i(\mathbf K-\mathbf b_1)\cdot\mathbf R'}
=e^{i\mathbf b_1\cdot\mathbf c}\,e^{i\mathbf K\cdot\mathbf R'} .
\end{align}
The last step uses $e^{-i\mathbf b_1\cdot\mathbf R'}=1$. Thus $R_c\psi_K=\lambda_c(K)\psi_K$ with $\lambda_c(K)=e^{i\mathbf b_1\cdot\mathbf c}$. Reversing $\mathbf K$ gives the complex conjugate at $K'$. Because $\mathbf b_1\cdot\boldsymbol\delta=2\pi/3$,
\begin{equation}
\big(\lambda_c(K),\lambda_c(K')\big)=
\begin{cases}
(1,1),&\text{metal},\\
(\omega,\omega^*),&\text{chalcogen},\\
(\omega^*,\omega),&\text{hollow}.
\end{cases}
\end{equation}
The atomic orbital is the same in all three rows. The difference comes from the Bloch phases on the atoms around the centre.

The true band-edge state also contains chalcogen $p$ orbitals. It is non-degenerate without spin, so it is an eigenstate of $R_c$. Its $d_{z^2}$ part rotates into itself, which fixes the eigenvalue of the whole state to the one just found. About a metal, in-plane $d$ orbitals of angular momentum $m=\pm2$ would give $e^{-2\pi im/3}\ne1$, so they are absent at $K$. About a chalcogen, a $p$ orbital gives $e^{-2\pi im/3}$, which equals $\omega$ for $m=-1$. The admixture is therefore $m=-1$ at $K$ and, by conjugation, $m=+1$ at $K'$.

\section{The selection rule}

Let the defect potential $V$ keep the threefold axis through its own site, so that $R_c^\dagger VR_c=V$. With $M=\langle K'|V|K\rangle$,
\begin{equation}
M=\langle K'|R_c^\dagger VR_c|K\rangle
=\lambda_c(K')^*\lambda_c(K)\,M .
\end{equation}
At a metal site the factor is 1 and $M$ is unrestricted. At a chalcogen site it is $(\omega^*)^*\omega=\omega^2$, so $(1-\omega^2)M=0$ and $M=0$. The hollow site gives $\omega$ and the same prohibition.

Repeated scattering does not evade the rule. If $H_0$ is the clean Hamiltonian, the full scattering operator at complex energy $E$ is
\begin{equation}
T(E)=V+V(E-H_0-V)^{-1}V .
\end{equation}
Both $H_0$ and $V$ commute with $R_c$, hence so does $T$. The argument for $M$ applies with $T$ in place of $V$, to all orders in the defect strength.

\section{How strong the allowed metal coupling is}

Symmetry permits the metal coupling but does not set its size. Consider a substituent that shifts one $d_{z^2}$ level by $U$, so that $V=U|\phi_0\rangle\langle\phi_0|$. Define $G_0=(E-H_0)^{-1}$ and $g=\langle\phi_0|G_0|\phi_0\rangle$. The scattering series is geometric:
\begin{equation}
T=V+VG_0V+\cdots
=|\phi_0\rangle U(1+Ug+U^2g^2+\cdots)\langle\phi_0|
=|\phi_0\rangle\frac{U}{1-Ug}\langle\phi_0| .
\end{equation}
The closed form also solves $T=V+VG_0T$, so it holds where the series does not converge. If $d$ and $d'$ are the $d_{z^2}$ amplitudes per cell at $K$ and $K'$, then
\begin{equation}
T_{K'K}=\frac{d'^*d}{N_c}\,\frac{U}{1-Ug}.
\label{eq:metal}
\end{equation}
For finite $g$ and $U\ne0$ this is nonzero. Without spin--orbit coupling $|d|=|d'|$, and scattering between the valleys is then as strong as scattering within one. A potential that also acts on the neighbours can add terms of opposite sign, which is why the general statement is ``may''.

\section{Spin}

Rotation of spin by $120^\circ$ multiplies up and down by $e^{-i\pi/3}$ and $e^{+i\pi/3}$. With spin--orbit coupling, ``up'' and ``down'' label the dominant spin, and each state carries the orbital eigenvalue times this factor. Between equal spins the factors cancel, so Section 4 stands.

A spin flip within one valley acquires $e^{\mp2\pi i/3}$ and is forbidden for either defect. For flips between valleys about a chalcogen,
\begin{equation}
K\!\uparrow\to K'\!\downarrow:\ \omega^2e^{-2\pi i/3}=\omega,\qquad
K\!\downarrow\to K'\!\uparrow:\ \omega^2e^{2\pi i/3}=1 .
\end{equation}
Rotation allows the second process, but time reversal removes it. The time-reversal operator $\Theta$ satisfies $\Theta^2=-1$ and $\langle\Theta a|\Theta b\rangle=\langle b|a\rangle$. Up to a phase, $|K'\!\uparrow\rangle=\Theta|\psi\rangle$ with $|\psi\rangle=|K\!\downarrow\rangle$. For a non-magnetic $V$, which commutes with $\Theta$,
\begin{equation}
\langle\Theta\psi|V\psi\rangle
=\langle\Theta V\psi|\Theta^2\psi\rangle
=-\langle V\Theta\psi|\psi\rangle
=-\langle\Theta\psi|V\psi\rangle=0 .
\end{equation}
The same steps hold for $T$, because $\Theta T(E)\Theta^{-1}=T(E)^\dagger$. A symmetric, non-magnetic chalcogen defect thus leaves all four spin-valley states uncoupled at the valley points. A magnetic defect lacks the time-reversal protection.

\section{Leaving the valley points}

Electrons in a device have wavevectors $K+\mathbf q$ and $K'+\mathbf q'$. Choose phases so that the $d_{z^2}$ amplitude at $\mathbf R$ is a positive number times $e^{i(\mathbf K+\mathbf q)\cdot(\mathbf R-\boldsymbol\delta)}$, and likewise at $K'$. Repeating the rotation about $\boldsymbol\delta$ gives
\begin{equation}
R_\delta|K+\mathbf q\rangle=\omega|K+C\mathbf q\rangle,\qquad
R_\delta|K'+\mathbf q'\rangle=\omega^*|K'+C\mathbf q'\rangle .
\end{equation}
Inverting these relations in the matrix element $M(\mathbf q',\mathbf q)=\langle K'+\mathbf q'|V|K+\mathbf q\rangle$ yields
\begin{equation}
M(C\mathbf q',C\mathbf q)=\omega^*\omega^{-1}M(\mathbf q',\mathbf q)=\omega M(\mathbf q',\mathbf q).
\end{equation}
For a short-range defect $M$ can be expanded in the wavevectors. A constant term would have to equal $\omega$ times itself, so it vanishes. Under $C$, $q_\pm=q_x\pm iq_y$ becomes $\omega^{\pm1}q_\pm$. Of the linear terms, those in $q_+$ and $q'_+$ survive:
\begin{equation}
M=\alpha q_++\beta q'_++O(q^2).
\end{equation}

The interference is visible in a simple case: the three metals around a chalcogen site each shifted by $w$. Their displacements $\boldsymbol\rho_j$ from the site have length $a/\sqrt3$ and angles $\theta_j=210^\circ,-30^\circ,90^\circ$. With $\mathbf p=\mathbf q-\mathbf q'$, the matrix element is proportional to
\begin{equation}
S=\sum_j e^{i(2\mathbf K+\mathbf p)\cdot\boldsymbol\rho_j}
\simeq(\omega+\omega^2+1)+i\sum_j\zeta_j\,\mathbf p\cdot\boldsymbol\rho_j,
\end{equation}
where $\zeta_j=(\omega,\omega^2,1)$. The first bracket is zero: the three metals scatter with phases that cancel. For the second term write
\begin{equation}
\mathbf p\cdot\boldsymbol\rho_j=\frac{a}{2\sqrt3}\left(p_+e^{-i\theta_j}+p_-e^{i\theta_j}\right).
\end{equation}
Each $\zeta_je^{-i\theta_j}$ equals $-i$, while the three $\zeta_je^{i\theta_j}$ sum to zero. Hence
\begin{equation}
S\simeq i\,\frac{a}{2\sqrt3}(-3i)p_+=\frac{\sqrt3}{2}\,ap_+ .
\end{equation}
Scattering within a valley has the sum 3 at leading order. The amplitude ratio is therefore $a|p|/(2\sqrt3)$. For $|\mathbf q|=|\mathbf q'|=q$ and independent directions, the mean of $|\mathbf p|^2$ is $2q^2$, and the ratio of mean squared amplitudes is
\begin{equation}
\frac{\langle|M_{\rm inter}|^2\rangle}{\langle|M_{\rm intra}|^2\rangle}\simeq\frac{a^2q^2}{6}.
\label{eq:leak}
\end{equation}
A localized wave packet contains nonzero $\mathbf q$, so it can mix valleys through these terms even at a symmetric chalcogen defect.

\section{Mixing of two spin-matched levels}

Spin--orbit coupling separates the equal-spin levels at $K$ and $K'$ by $\Delta$. If a periodic array of defects couples them by $m$ and shifts both equally, their Hamiltonian, apart from a constant, is
\begin{equation}
H=\begin{pmatrix}-\Delta/2&m\\m^*&\Delta/2\end{pmatrix},\qquad
E_\pm=\pm\frac S2,\qquad S=\sqrt{\Delta^2+4|m|^2},
\end{equation}
where $S$ now denotes the splitting. For the lower eigenvector $(x,y)$, the first row gives $(S-\Delta)x/2+my=0$. Since $4|m|^2=(S-\Delta)(S+\Delta)$,
\begin{equation}
\frac{|y|^2}{|x|^2}=\frac{(S-\Delta)^2}{4|m|^2}=\frac{S-\Delta}{S+\Delta},\qquad
f=\frac{|y|^2}{|x|^2+|y|^2}=\frac12\left(1-\frac{\Delta}{S}\right).
\label{eq:fraction}
\end{equation}
The minority-valley fraction $f$ tends to $|m|^2/\Delta^2$ for weak coupling and to one half for $|m|\gg\Delta$. For $m=0$ and $\Delta\ne0$ there is no mixing.

\section{A worked example}

\subsection{The clean sheet}

Take a lattice model with one metal $d_{z^2}$ orbital and three $p$ orbitals on each chalcogen. The lattice constant is 0.32 nm. The $d$ level is the zero of energy and the $p$ level lies at $-4.5$ eV. Hopping between neighbouring metals is $t=0.8$ eV, an effective value that gives a realistic mass at $K$. Because the other $d$ orbitals are omitted, the conduction band is far too wide away from $K$. Metal--chalcogen hopping is $v=0.2$ eV times the in-plane bond direction, and 0.5 eV in magnitude to $p_z$, with opposite signs for the two layers. Direct $p$--$p$ hopping is omitted.

At $K$ the metal sum gives $-3t=-2.4$ eV. Three bonds to each of two layers add in phase to a coupling $3v=0.6$ eV with the allowed $p$ combination. The upper eigenvalue and its $d$ weight are
\begin{align}
E_K&=\tfrac12\left[-6.9+\sqrt{2.1^2+4(0.6)^2}\right]=-2.241\ \text{eV},\\
|d|^2&=\tfrac12\left[1+\frac{2.1}{\sqrt{2.1^2+4(0.6)^2}}\right]=0.934 .
\end{align}
The valence edge is at the $p$ level, so the gap is 2.26 eV. The curvature at $K$, found by finite differences, gives a mass of 0.53 electron masses.

A chalcogen spin--orbit term $(\lambda/2)L_z\sigma_z$ with $\lambda=50$ meV lowers $K\!\uparrow$, where $m=-1$, and raises $K'\!\uparrow$. To first order $\Delta=\lambda(1-|d|^2)=50\times0.066=3.3$ meV; diagonalization gives 3.29 meV. Restoring the spin-flip part of the spin--orbit coupling changes this by 0.04 meV.

\subsection{One defect in each $9\times9$ cell}

This corresponds to $1.4\times10^{13}$ defects per cm$^2$. Nine is a multiple of three, so both valleys fold to the same wavevector and a periodic defect array can couple them.

For the metal defect let $U=0.5$ eV. In the two-level problem the other Bloch states replace $U$ by $U_{\rm eff}=U/(1-Ug_{\rm rest})$, where $g_{\rm rest}$ is the local Green function without the two valley states. Summing it over the $9\times9$ wavevectors at the mean valley energy gives $U_{\rm eff}=0.371$ eV. Then
\begin{align}
|m|&=\frac{0.371\times0.934}{81}\ \text{eV}=4.28\ \text{meV},\\
S&=\sqrt{3.29^2+4(4.28)^2}\ \text{meV}=9.2\ \text{meV},\\
f&=\tfrac12(1-3.29/9.16)=0.32 .
\end{align}
Diagonalizing the whole 567-orbital supercell for one spin gives a splitting of 9.1 meV and a minority fraction of 0.32. Each level is about one third in the opposite valley.

For the chalcogen defect, remove one top atom by cutting all its bonds and raise each of its three metal neighbours by 0.3 eV. The same diagonalization gives levels shifted upward by 7.6 meV, still 3.3 meV apart, with a minority fraction of order $10^{-25}$. That is zero within rounding. The vacancy clearly disturbs the electrons, but it does not mix these two states.

\subsection{Finite wavevector and imperfect symmetry}

At 300 K, $k_BT=25.9$ meV. An electron with this kinetic energy has
\begin{equation}
q_T=\frac{\sqrt{2m^*k_BT}}{\hbar}=0.60\ \text{nm}^{-1},\qquad
\frac{(aq_T)^2}{6}=\frac{(0.32\times0.60)^2}{6}=0.006 .
\end{equation}
For the full vacancy, $T$ was computed from a local Green function summed over $120\times120$ wavevectors, at energy $k_BT$ above the band edge with a 10 meV broadening. Spin--orbit coupling was left out. Averaging $|T|^2$ over directions at $q_T$ gives an intervalley to intravalley ratio of 0.0062. Equation~(\ref{eq:leak}) was derived for neighbour shifts alone; symmetry does not require its coefficient to fit the full vacancy so closely. The two agree when the neighbour shift dominates the intravalley amplitude, as it does at 0.3 eV. The cut bonds contribute with the opposite sign, and for a shift near 0.03 eV the two nearly cancel. The intravalley amplitude is then small and the ratio rises to several percent.

At an electron density $n=10^{13}$ cm$^{-2}$ shared among four spin-valley states, $q_F=\sqrt{\pi n}=0.56$ nm$^{-1}$, and the ratio at the Fermi energy is 0.0054. That energy, 23 meV, is close to $k_BT$, so the gas at 300 K is neither fully degenerate nor dilute. For this model vacancy, both single-wavevector estimates lie near half a percent. The mean kinetic energy of the gas at this density and temperature is somewhat higher, $1.24\,k_BT$, for which equation~(\ref{eq:leak}) gives 0.0076. At $q_T$ the kinetic energy along opposite directions departs from its mean by 5.5 percent, an anisotropy ignored in the formula for $q_T$.

Now raise one of the three neighbours by a further 50 meV, with all else fixed. The ratio at the valley points becomes 0.0016 instead of zero, and at $q_T$ it rises from 0.0062 to 0.0078. For this distortion, finite wavevector remains the larger source of leakage.

\section{Comparison with real sheets}

The lattice constant, mass and few-meV conduction splitting are in the rough range of monolayer MoS$_2$. The gap is only a rough match, and the potentials are round values, not fits to particular impurities. The model band energy is realistic only near the valley points, so $U_{\rm eff}$ and the fraction 0.32, which draw on the whole Brillouin zone, illustrate the mechanism and do not predict values for MoS$_2$. The half-percent leakage is not a prediction either. Away from $K$ the real conduction state gains an $m=\pm2$ $d$ amplitude linear in $\mathbf q$, about two percent in weight at thermal energy, which the model omits. A vacancy potential that couples $d_{z^2}$ to these orbitals on the three neighbours adds further linear terms to $M$. If it acts mainly on the $d$ orbital pointing along the broken bond, which has little $d_{z^2}$ content, the coupling still vanishes at the valley points, but the thermal ratio can exceed a tenth. The defect density is high for a good sheet, and real defects are not periodic: the fraction 0.32 belongs to this superlattice and is not a scattering probability. Tungsten-based sheets have larger conduction splittings, roughly tens of meV. With $|m|=4.28$ meV held fixed, $\Delta=30$ meV in equation~(\ref{eq:fraction}) would reduce $f$ to about 0.02.

Strain, nearby defects and charge-induced relaxation can break the threefold symmetry in devices. The 50 meV example raises the thermal leakage ratio by about one quarter; a stronger distortion needs its own calculation. Phonons, long-range Coulomb fields and the higher conduction valleys between $\Gamma$ and $K$ are also absent, so these ratios do not give a total valley lifetime. Elastic scattering between valleys also needs an equal-spin state at the electron's own energy. An electron in the lower spin level, less than $\Delta$ above its edge, has no such state in the other valley. This excludes many electrons in tungsten-based sheets at 300 K, and most electrons in either material at low enough temperature and density. Choosing metal-site substitution to mix valleys, or suppressing it to preserve them, is a sound rule for electrons near the valley points when the local symmetry holds, an equal-spin state in the other valley is available at the same energy, the defects are non-magnetic, defect scattering dominates, the finite-wavevector leakage at chalcogen defects is small for the actual defect potential, and the coupling allowed at the metal site is not largely cancelled by level shifts on its neighbours.
